# Critical Radius and Barrier of a Reversed Droplet in a Perpendicular Film

A magnetic film with perpendicular anisotropy is magnetized uniformly upward, along \(+z\). A weak field of magnitude \(B=\mu_0H\) is applied downward; part (e) finds what "weak" means. The upward state is then metastable: reversing the whole film would lower its energy, but a small reversed region must first pay for the domain wall around it. This problem finds how large that region must become before it grows by itself, and what energy it needs to get there.

The film has thickness \(t\), magnetization \(M_s\) and exchange stiffness \(A\). Its magnetization is uniform through the thickness and has direction

\[
\mathbf m=(\sin\theta\cos\varphi_0,\ \sin\theta\sin\varphi_0,\ \cos\theta),
\]

with \(\theta=0\) far outside the droplet and \(\theta=\pi\) well inside. The angle \(\varphi_0\) is the same all around the droplet, so the exchange energy density \(A|\nabla\mathbf m|^2\) is just \(A|\nabla\theta|^2\).

The anisotropy energy density is \(K\sin^2\theta\), with \(K>0\). Here \(K\) is the crystal and interface anisotropy less \(\mu_0M_s^2/2\). The subtraction accounts for the local part of the dipolar energy, \(\tfrac12\mu_0M_s^2\cos^2\theta=\text{const}-\tfrac12\mu_0M_s^2\sin^2\theta\). The long-range remainder, chiral exchange, defects and film edges are left out until part (g). SI units are used.

## (a) What does a straight wall cost per unit area?

**Solution.** Let \(x\) run across the wall, from the reversed side (\(\theta=\pi\)) to the unreversed side (\(\theta=0\)). At zero field the energy per wall area is

\[
\sigma[\theta]=\int_{-\infty}^{\infty}\left(A\theta'^2+K\sin^2\theta\right)dx .
\]

Completing the square gives

\[
A\theta'^2+K\sin^2\theta=\left(\sqrt A\,\theta'+\sqrt K\sin\theta\right)^2-2\sqrt{AK}\,\sin\theta\,\theta' .
\]

The last term depends on the end points alone:

\[
-2\sqrt{AK}\int_{\pi}^{0}\sin\theta\,d\theta
=2\sqrt{AK}\,\big[\cos\theta\big]_{\pi}^{0}=4\sqrt{AK}.
\]

The square cannot be negative, so the least energy is reached when it vanishes everywhere:

\[
\theta'=-\frac{\sin\theta}{\Delta},\qquad \Delta=\sqrt{\frac AK},\qquad \sigma=4\sqrt{AK}.
\]

The solution centred at \(x_0\) is \(\theta=2\arctan e^{-(x-x_0)/\Delta}\). It has \(\sin\theta=\operatorname{sech}[(x-x_0)/\Delta]\) and \(\cos\theta=\tanh[(x-x_0)/\Delta]\), so \(\Delta\) sets the wall width. Exchange favours a wide wall and anisotropy a narrow one; at the optimum the two contribute equally, because \(A\theta'^2=K\sin^2\theta\) at every point.

## (b) What is the energy of a circular droplet of radius \(R\)?

Measure it from the uniform upward state, and take \(R\gg\Delta\).

**Solution.** When the wall is thin compared with \(R\), each short piece of it is nearly straight and costs \(\sigma\) per area. The wall area is \(2\pi Rt\), so the wall costs \(2\pi Rt\sigma\).

The field energy density is \(-\mathbf M\cdot\mathbf B=+M_sB\cos\theta\), since the field points down. It equals \(+M_sB\) outside and \(-M_sB\) inside. Reversal therefore changes it by \(-2M_sB\) over the volume \(\pi R^2t\). Together,

\[
E(R)=2\pi Rt\,\sigma-2\pi R^2t\,M_sB .
\]

The cost grows as \(R\) and the gain as \(R^2\). The wall dominates in a small droplet and the field in a large one.

## (c) Find the critical radius and the barrier. How does the barrier depend on the field?

**Solution.** Differentiate:

\[
\frac{dE}{dR}=2\pi t\sigma-4\pi RtM_sB=0
\quad\Longrightarrow\quad
R_c=\frac{\sigma}{2M_sB}.
\]

The second derivative, \(-4\pi tM_sB\), is negative, so this is a maximum. Inserting \(R_c\) in the two terms,

\[
E_b=2\pi t\sigma\,\frac{\sigma}{2M_sB}-2\pi tM_sB\,\frac{\sigma^2}{4M_s^2B^2}
=\frac{\pi\sigma^2t}{M_sB}-\frac{\pi\sigma^2t}{2M_sB},
\]

\[
\boxed{E_b=\frac{\pi\sigma^2t}{2M_sB}=\frac{\pi\sigma^2t}{2\mu_0M_sH}}
\]

With \(\sigma\), \(t\) and \(M_s\) held fixed, the barrier varies as \(1/H\). The reason can be read from the two terms: at the top the field has repaid half of the wall cost, so \(E_b\) is half the wall energy at \(R_c\). That wall energy is proportional to \(R_c\), and \(R_c\propto1/H\).

The condition for \(R_c\) is also a balance of pressures. The field pushes the wall outward with pressure \(2M_sB\), while wall tension pulls it inward with \(\sigma/R\). Below \(R_c\) tension wins and the droplet shrinks; above \(R_c\) the field wins and it grows.

In terms of \(R/R_c\) the energy is

\[
\frac{E(R)}{E_b}=2\frac{R}{R_c}-\left(\frac{R}{R_c}\right)^2=1-\left(1-\frac R{R_c}\right)^2 .
\]

It is \(\tfrac34E_b\) at both \(R_c/2\) and \(3R_c/2\), and returns to zero at \(2R_c\).

In this model both \(R_c\) and \(E_b\) diverge as \(H\to0\), which makes sense for an unbounded film: without a field, and with the long-range dipolar energy left out, enlarging the droplet brings no gain. In an element of finite width the divergence is cut off, because a droplet wider than the element cannot form. For a disc of diameter \(d\), a straight wall can sweep from one side to the other. Its length never exceeds \(d\), so the barrier is at most \(\sigma td\), even at zero field.

## (d) Could a droplet of another shape pass over a lower barrier?

**Solution.** Let the reversed region have area \(S\) and perimeter \(P\). Its thin-wall energy is

\[
E=\sigma tP-2M_sBtS .
\]

Reversal of a large film takes \(S\) continuously from zero to a value far above \(\pi R_c^2\), so every path passes through \(S=\pi R_c^2\). At that moment the field term is fixed. The isoperimetric inequality, \(P\ge2\sqrt{\pi S}\), gives \(P\ge2\pi R_c\), and hence \(E\ge E_b\). A growing circle reaches \(E_b\) and no more. Within the thin-wall model of a uniform film, the circular droplet therefore gives the lowest possible barrier.

The wall cost at this area is \(2E_b\), so a fractional excess \(\delta\) in perimeter raises the energy by \(2\delta E_b\). For outlines \(r\propto1+0.1\cos n\phi\), scaled to area \(\pi R_c^2\), the computed excess over \(E_b\) is 1.5%, 3.9% and 11.5% for \(n=2,3,5\).

## (e) For which fields is the wall thin?

**Solution.** First find the field at which the upward state loses its stability. For a small uniform tilt, \(K\sin^2\theta+M_sB\cos\theta\approx M_sB+(K-\tfrac12M_sB)\theta^2\). The coefficient of \(\theta^2\) vanishes at the anisotropy field

\[
B_K=\frac{2K}{M_s}.
\]

Define \(h=B/B_K\), so that \(M_sB=2Kh\). Then

\[
R_c=\frac{4\sqrt{AK}}{4Kh}=\frac{\Delta}{h},\qquad
E_b=\frac{16\pi AKt}{4Kh}=\frac{4\pi At}{h}.
\]

Since \(R_c/\Delta=1/h\), the wall is thin when \(h\ll1\). The \(1/H\) law is a low-field law. It must fail near \(B_K\): there the upward state tips over without any barrier, while the formula still gives \(4\pi At\).

## (f) What is the first correction for finite wall width?

**Solution.** Use lengths in units of \(\Delta\): \(s=r/\Delta\) and \(\rho=R/\Delta\). The full energy of a radially symmetric droplet in this model is

\[
E=2\pi At\int_0^\infty\left[\theta_s^2+\sin^2\theta-2h(1-\cos\theta)\right]s\,ds .
\]

Insert the wall profile from (a), \(\theta=2\arctan e^{\rho-s}\). Its first two terms are each \(\operatorname{sech}^2(s-\rho)\). With \(x=s-\rho\), and the lower limit extended to \(-\infty\) at the price of exponentially small errors,

\[
\int2\operatorname{sech}^2x\,(\rho+x)\,dx=4\rho ,
\]

because the part odd in \(x\) vanishes. For the field term, integrate by parts; the boundary terms are zero:

\[
\int_0^\infty[1+\tanh(\rho-s)]\,s\,ds=\frac12\int(\rho+x)^2\operatorname{sech}^2x\,dx
=\rho^2+\frac{\pi^2}{12}.
\]

Here \(\int\operatorname{sech}^2x\,dx=2\) and \(\int x^2\operatorname{sech}^2x\,dx=\pi^2/6\) were used. Thus

\[
\frac{E}{2\pi At}=4\rho-2h\rho^2-\frac{\pi^2h}{6}.
\]

The maximum is still at \(\rho=1/h\), where the right side equals \(2/h-\pi^2h/6\).

The profile was assumed, so its own relaxation must be estimated. Making the full energy stationary gives

\[
\theta_{ss}+\frac{\theta_s}{s}-\sin\theta\cos\theta+h\sin\theta=0 .
\]

The assumed profile has \(\theta_s=-\sin\theta\) and \(\theta_{ss}=\sin\theta\cos\theta\). What remains on the left is \((h-1/s)\sin\theta\). Near the wall \(s=1/h+x\), so \(1/s\approx h-h^2x\), and the remainder is only \(h^2x\sin\theta\). Curvature and field cancel to first order.

The profile therefore changes by order \(h^2\). Near a stationary state the energy changes by the square of this, multiplied by the circumference factor \(1/h\), which gives order \(h^3\). Compared with the leading \(2/h\), that is a relative change of order \(h^4\).

One deformation needs separate care, because it is soft: a shift of the radius. The energy above is already stationary in \(\rho\). The relaxation energy scales as \(\rho^{-3}\), so its slope is of order \(h^4\); against the curvature \(4h\) it moves \(\rho\) by order \(h^3\), too little to matter here. Hence

\[
E_b=\frac{4\pi At}{h}\left[1-\frac{\pi^2h^2}{12}+O(h^4)\right].
\]

The correction lowers the barrier, and does so more strongly at high field. The true barrier of this model thus falls slightly faster than \(1/H\).

## (g) Put in numbers for an ultrathin film. What do they say about a real one?

Take \(t=0.6\) nm, \(M_s=0.9\) MA/m, \(A=15\) pJ/m, \(K=0.3\) MJ/m³ and \(B=50\) mT at 300 K. These are rough values typical of a Pt/Co/Pt film.

**Solution: the thin-wall result.** The wall has

\[
\Delta=\sqrt{\frac{15\times10^{-12}}{0.3\times10^{6}}}\ \text{m}=7.07\ \text{nm},
\]

\[
\sigma=4\sqrt{(15\times10^{-12})(0.3\times10^{6})}\ \text{J/m}^2=8.485\ \text{mJ/m}^2 .
\]

Direct minimization of a discretized wall gives 8.486 mJ/m². The anisotropy field is \(B_K=2K/M_s=666.7\) mT, so \(h=0.075\) and \(R_c/\Delta=13.3\): the wall is thin. Then

\[
R_c=\frac{8.485\times10^{-3}}{2(0.9\times10^6)(0.050)}\ \text{m}=94.3\ \text{nm},
\]

\[
E_b=\frac{\pi(8.485\times10^{-3})^2(0.6\times10^{-9})}{2(0.9\times10^6)(0.050)}\ \text{J}
=1.508\times10^{-18}\ \text{J}=9.41\ \text{eV}.
\]

The wall costs 18.82 eV and the field returns 9.41 eV, half of it, as found in (c).

**The full radial problem.** Solving the stationarity equation of (f) numerically, with no thin-wall assumption, gives these barriers:

| \(B\) (mT) | thin wall (eV) | full (eV) | ratio | \(1-\pi^2h^2/12\) |
|---|---|---|---|---|
| 25 | 18.824 | 18.802 | 0.9988 | 0.9988 |
| 50 | 9.412 | 9.368 | 0.9954 | 0.9954 |
| 100 | 4.706 | 4.617 | 0.9811 | 0.9815 |
| 200 | 2.353 | 2.161 | 0.9183 | 0.9260 |

Between 25 and 50 mT the full barrier varies as \(B^{-1.005}\); between 100 and 200 mT it varies as \(B^{-1.095}\). This is the steepening expected from (f). At 200 mT the critical radius is just over three wall widths \(\Delta\), and the thin-wall barrier is about 9% above the full one.

The instability was also followed in time at 100 mT, with damped motion that always lowers the energy. A droplet started at \(0.85R_c\) vanished. One started at \(1.15R_c\) grew from an effective radius of 54.6 nm to 93.9 nm in the time allowed.

**Long-range dipolar energy.** This is the largest of the neglected effects sized here for the uniform film. The droplet wall acts as a loop of current \(I=2M_st\), since the magnetization changes by \(2M_s\) across it. At fixed magnetization its magnetic energy is \(-\tfrac12LI^2\), with inductance \(L\approx\mu_0R\ln(cR/\Delta)\), where \(c\) is a constant set by the wall profile. Dividing by the wall area \(2\pi Rt\) gives an effective wall energy

\[
\sigma_{\text{eff}}\approx\sigma-\frac{\mu_0M_s^2t}{\pi}\ln\frac{cR}{\Delta}.
\]

It decreases slowly with size, so the barrier is lowered more at low field, where the critical droplet is larger. Adding the computed dipolar energy, including the charges inside the wall, to the thin-wall \(E(R)\) and maximizing again at 50 mT gives \(R_c=86.4\) nm and \(E_b=8.30\) eV, which is 11.8% below the thin-wall value. This is for the uniform \(\varphi_0\) assumed here. A wall whose magnetization follows the circle avoids the charges inside the wall at the price of a little extra exchange, and its barrier is about 1% lower still. With uniform \(\varphi_0\) and the dipolar energy included, the barrier varies as \(B^{-0.95}\) between 25 and 50 mT. For this film, in this range of fields, the \(1/H\) law thus holds to about 5% in the exponent.

**Smaller effects.** If a residual chiral exchange of 0.05 mJ/m² is assumed, its first-order effect lowers the barrier by at most 3.7%, since a chiral exchange \(D\) lowers \(\sigma\) by at most \(\pi D\). The bound grows nearly in proportion to \(D\) and is 14% at 0.2 mJ/m². In stacks whose two interfaces differ, where \(D\) can be of that size or larger, this is not a small effect. Quantum effects have a temperature scale \(2\mu_BB_K/k_B=0.90\) K, far below 300 K. The parameters themselves matter more: because \(E_b\propto\sigma^2\), a wall energy 10% lower reduces the barrier by 19% at fixed \(M_s\), \(t\) and \(B\).

**Comparison with a real film.** At 300 K the thin-wall barrier is \(364\,k_BT\). Thermal activation over it, with a rate governed by \(e^{-E_b/k_BT}\), is out of the question on any practical time scale. The assumption that real films break is uniformity: extended films of this kind commonly begin to reverse at a few weak places, from which walls then spread.

The formulas show how much a weak place can do:

- At a straight free edge, a half-circle has half the wall and half the reversed volume. In the thin-wall model \(R_c\) is unchanged and the barrier halves, to 4.71 eV at 50 mT; the long-range dipolar energy lowers it further.
- Where \(K\) is locally a quarter of its normal value, with \(A\), \(M_s\) and \(t\) unchanged, \(\sigma\) halves and the thin-wall barrier falls to a quarter, about 2.4 eV. The weak region must be large enough to hold the critical droplet, whose radius is now about 47 nm. Locally \(h=0.3\), so this is already the case in the last row of the table, with its 9% overestimate from the wall width alone; the long-range dipolar energy lowers the barrier further. This is the barrier for reversing the weak region only. To spread into the normal film, the wall must regain its full energy \(\sigma\) on the way out. If \(\sigma\) rises gradually with \(R\), differentiating \(E(R)\) shows that a circular wall moves outward without a further barrier only where \(2M_sB>\sigma/R+d\sigma/dR\). In particular, its radius must exceed the normal critical radius, 94 nm in the thin-wall model, by the time \(\sigma\) has its normal value. Otherwise the wall stays trapped around the weak region.

Even these barriers are many times \(k_BT\). The form \(E_b=4\pi At/h\) shows why: with \(A\) and \(t\) fixed, the barrier depends on field and anisotropy through \(h\) alone. To bring it down to \(40\,k_BT\), the formula asks for 455 mT in the uniform film, or \(h\approx0.68\). There \(R_c/\Delta=1.46\), and the wall is no longer thin. The full radial problem of (f) reaches \(40\,k_BT\) sooner, at \(h\approx0.51\), where the formula is already about a third too high. For a full circular droplet with this \(A\) and \(t\), a barrier of \(40\,k_BT\) or less at room temperature therefore lies outside the regime of the derivation, whether the field is raised or \(K\) is lowered. At a straight free edge, where the barrier is halved, the formula reaches \(40\,k_BT\) already at \(h\approx0.34\). There \(R_c/\Delta\approx2.9\), and the formula is still usable as a rough estimate. It is too high by roughly a tenth from the wall width alone, and the long-range dipolar energy lowers the barrier further.

The same care applies to memory elements. At 50 mT the critical droplet is 189 nm across, so it does not fit in a cell a few tens of nanometres wide. The retention barrier of such a cell has to be found from walls that cross the cell, or from nearly uniform rotation, and not from the \(1/H\) law of an extended film.

## Values computed for the example and the checks

```
Film thickness t = 0.6 nm
Magnetization Ms = 0.9 MA/m
Exchange stiffness A = 15 pJ/m
Effective anisotropy K = 0.3 MJ/m^3
Temperature = 300 K; kT = 0.02585 eV
Reverse field B = 50 mT
Wall width parameter Delta = 7.07 nm
Wall energy sigma, formula = 8.485 mJ/m^2
Wall energy sigma, minimized = 8.486 mJ/m^2
Anisotropy field B_K = 666.7 mT
Reduced field h = 0.0750
Critical radius R_c = 94.3 nm
R_c/Delta = 13.33
Barrier E_b = 1.508e-18 J = 9.41 eV
Barrier E_b/kT = 364
Wall cost at R_c = 18.82 eV
Field energy at R_c = -9.41 eV
Energy at R_c/2 = 7.06 eV
Energy at 1.5 R_c = 7.06 eV
Field mT | R_c thin nm | R full nm | E thin eV | E full eV | ratio
25 | 188.56 | 188.56 | 18.824 | 18.802 | 0.99884
50 | 94.28 | 94.28 | 9.412 | 9.368 | 0.99535
100 | 47.14 | 47.16 | 4.706 | 4.617 | 0.98110
200 | 23.57 | 23.77 | 2.353 | 2.161 | 0.91830
Predicted ratios 1-pi^2 h^2/12: 0.99884, 0.99537, 0.98149, 0.92598
Field exponents of full barrier, successive field pairs: -1.0051, -1.0208, -1.0954
Relaxation at 100 mT from 0.85 R_c: radius 40.6 -> 0.0 nm
Relaxation at 100 mT from 1.15 R_c: radius 54.6 -> 93.9 nm
Energy excess of 2-, 3-, 5-lobed outlines (10% ripple): 1.5%, 3.9%, 11.5%
Barrier with long-range dipoles, 50 mT = 8.30 eV
Change due to dipoles = -11.8%
Critical radius with dipoles, 50 mT = 86.4 nm
Field exponent with dipoles, 25 to 50 mT = -0.952
Assumed residual chiral exchange D = 0.05 mJ/m^2
Largest first-order barrier loss from D = 3.7%
Quantum temperature scale 2 muB B_K/k = 0.90 K
Field where thin-wall formula gives 40 kT = 455 mT
R_c/Delta at that field = 1.46
Half-droplet barrier at a free edge, 50 mT = 4.71 eV
```
